**Optical spin orientation in a zinc-blende crystal: matrix elements, band directions and warping**

For light of positive helicity along z, the valence states m = −3/2 and m = −1/2 absorb with strengths 3:1 into spin down and spin up, so the electron polarisation (up − down)/(up + down) is −1/2. Here P is the momentum element between the s-like and p-like band-edge functions, J is the valence angular momentum, g1, g2, g3 are the Luttinger parameters and m_c is the conduction mass. The program computes the momentum elements by quadrature over model functions of tetrahedral symmetry and obtains the Gamma8 states by diagonalising the spin-orbit coupling. It asserts the strengths, the change of sign with helicity, and the loss of polarisation when all six valence states have equal weight. It also asserts the angular formulas for spherical heavy and light bands, and the closed-form eigenvalues of the warped hole Hamiltonian. Summed over all directions of k, each warped band gives −50 percent, for light along z and along (1,2,4). The heavy-to-light absorption ratio for the chosen model parameters is 2.14, not 3.

## Numerical verification

```python
"""Optical spin orientation in a bulk zinc-blende crystal, Gamma8 -> Gamma6.

Result under test: for light of positive helicity along z, the valence states
m = -3/2 and m = -1/2 absorb with strengths 3:1 into spin down and spin up, so
the electron polarisation (up - down)/(up + down) is -1/2. Summed over all
directions of k, each hole band still gives -1/2, although the ratio of the
heavy and light band absorption is then not 3.

Symbols: S, X, Y, Z band-edge functions; P = <S|p_x|X>; strengths in |P|^2;
L, spin, J angular momenta; g1, g2, g3 Luttinger parameters; m_c electron mass.
Atomic units throughout.
"""
import numpy as np

# Momentum elements by quadrature, with functions of tetrahedral symmetry only:
# S = (1 + a xyz) exp(-r^2/2), X = (x + b yz) exp(-r^2/2), and cyclic.
a_mix, b_mix = 0.4, 0.7
nodes, weights = np.polynomial.hermite.hermgauss(12)
grid = np.meshgrid(nodes, nodes, nodes, indexing="ij")
w3 = np.einsum("i,j,k->ijk", weights, weights, weights)
s_poly = 1 + a_mix * grid[0] * grid[1] * grid[2]
momentum = np.zeros((3, 3), complex)
for j in range(3):
    k, l = (j + 1) % 3, (j + 2) % 3
    q = grid[j] + b_mix * grid[k] * grid[l]
    for i in range(3):
        dq = 1.0 if i == j else b_mix * grid[3 - i - j]
        momentum[i, j] = -1j * np.sum(w3 * s_poly * (dq - grid[i] * q))
momentum = momentum / momentum[0, 0]
off_diagonal = np.max(np.abs(momentum - np.diag(np.diag(momentum))))
assert np.allclose(momentum, np.eye(3), atol=1e-11)

# Angular momenta in the basis (X, Y, Z) x (up, down)
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L = [np.kron(-1j * levi[i], np.eye(2)) for i in range(3)]
spin = [np.kron(np.eye(3), pauli[i] / 2) for i in range(3)]
LS = sum(L[i] @ spin[i] for i in range(3))
_, states = np.linalg.eigh(10 * LS + L[2] + spin[2])
split_off, gamma8 = states[:, :2], states[:, 2:]    # each in order of rising m
ls8 = np.real(np.diag(gamma8.conj().T @ LS @ gamma8))
assert np.allclose(ls8, 0.5)
J = np.array([gamma8.conj().T @ (L[i] + spin[i]) @ gamma8 for i in range(3)])
assert np.allclose(np.diag(J[2]).real, [-1.5, -0.5, 0.5, 1.5])

# The coupled states written out by hand agree with the diagonalisation
up, down = np.array([1, 0]), np.array([0, 1])
p_minus, p_zero = np.array([1, -1j, 0]) / np.sqrt(2), np.array([0, 0, 1])
hand_heavy = np.kron(p_minus, down)
hand_light = np.kron(p_minus, up) / np.sqrt(3) + np.sqrt(2/3) * np.kron(p_zero, down)
assert np.isclose(abs(np.vdot(hand_heavy, gamma8[:, 0])), 1)
assert np.isclose(abs(np.vdot(hand_light, gamma8[:, 1])), 1)


def transition(eps):
    """Matrix of eps.p from the six valence states to S up, S down."""
    return np.kron((eps @ momentum)[None, :], np.eye(2))


def polarisation(density, axis=(0, 0, 1)):
    sigma = np.einsum("i,ijk->jk", np.array(axis), pauli)
    return np.trace(density @ sigma).real / np.trace(density).real


eps_plus = np.array([1, 1j, 0]) / np.sqrt(2)
T = transition(eps_plus)
strength8 = np.abs(T @ gamma8) ** 2       # rows: up, down; columns: rising m
strength_so = np.abs(T @ split_off) ** 2
assert np.allclose(strength8, [[0, 1/3, 0, 0], [1, 0, 0, 0]], atol=1e-11)
assert np.allclose(strength_so, [[2/3, 0], [0, 0]], atol=1e-11)
A = T @ gamma8
pol_edge = polarisation(A @ A.conj().T)
A_minus = transition(eps_plus.conj()) @ gamma8
pol_minus = polarisation(A_minus @ A_minus.conj().T)
A_linear = transition(np.array([1, 0, 0])) @ gamma8
pol_linear = polarisation(A_linear @ A_linear.conj().T)
pol_all_six = polarisation(T @ T.conj().T)
assert np.isclose(pol_edge, -0.5) and np.isclose(pol_minus, 0.5)
assert abs(pol_linear) < 1e-11 and abs(pol_all_six) < 1e-11


def anisotropic_part(n, g2, g3):
    """Q in the hole energy (k^2/2)(g1 + Q), for unit vectors n."""
    Q = np.tile(2.5 * g2 * np.eye(4, dtype=complex), (len(n), 1, 1))
    for i in range(3):
        Q -= 2 * g2 * n[:, i, None, None] ** 2 * (J[i] @ J[i])
        j = (i + 1) % 3
        sym = (J[i] @ J[j] + J[j] @ J[i]) / 2
        Q -= 4 * g3 * (n[:, i] * n[:, j])[:, None, None] * sym
    return Q


def band_densities(n, g2, g3, amplitude):
    """Band values of Q and electron spin matrices from heavy, light bands."""
    values, vectors = np.linalg.eigh(anisotropic_part(n, g2, g3))
    amp = amplitude @ vectors
    pairs = [amp[:, :, :2], amp[:, :, 2:]]
    return values, [p @ p.conj().transpose(0, 2, 1) for p in pairs]


# Spherical model: strength and spin against the angle between k and the light
angles = np.array([0.0, 30.0, 60.0, 90.0])
theta = np.radians(angles)
n_test = np.stack([np.sin(theta) * np.cos(0.3), np.sin(theta) * np.sin(0.3),
                   np.cos(theta)], axis=1)
_, (heavy, light) = band_densities(n_test, 2.0, 2.0, A)
total_h, total_l = [np.trace(g, axis1=1, axis2=2).real for g in (heavy, light)]
diff_h, diff_l = [(g[:, 0, 0] - g[:, 1, 1]).real for g in (heavy, light)]
c2 = np.cos(theta) ** 2
assert np.allclose(total_h, (1 + c2) / 2) and np.allclose(diff_h, -c2)
assert np.allclose(total_l, 4/3 - (1 + c2) / 2) and np.allclose(diff_l, -2/3 + c2)

# All directions of k
m_c, g1, g2, g3 = 0.07, 7.0, 2.0, 3.0
cos_t, w_t = np.polynomial.legendre.leggauss(60)
phi = (np.arange(120) + 0.5) * 2 * np.pi / 120
ct, ph = [v.ravel() for v in np.meshgrid(cos_t, phi, indexing="ij")]
st = np.sqrt(1 - ct ** 2)
n_all = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
w_dir = np.repeat(w_t, 120) / 240        # weights add up to one

_, sph = band_densities(n_all, 2.0, 2.0, A)
mean_sph = [np.einsum("n,nij->ij", w_dir, g) for g in sph]
sph_strength = [np.trace(g).real for g in mean_sph]
sph_pol = [polarisation(g) for g in mean_sph]
assert np.allclose(sph_strength, 2/3) and np.allclose(sph_pol, -0.5)

# Warped bands at fixed photon energy: each direction has weight mu^(3/2)
values, warped = band_densities(n_all, g2, g3, A)
nx2, ny2, nz2 = (n_all ** 2).T
D = np.sqrt(g2**2 + 3 * (g3**2 - g2**2) * (nx2*ny2 + ny2*nz2 + nz2*nx2))
assert np.allclose(values, np.stack([-2*D, -2*D, 2*D, 2*D], axis=1))
weight_bands = [w_dir * (1/m_c + g1 + values[:, c]) ** -1.5 for c in (0, 2)]
summed = [np.einsum("n,nij->ij", w, g) for w, g in zip(weight_bands, warped)]
absorption = [np.trace(g).real for g in summed]
pol_band = [polarisation(g) for g in summed]
pol_total = polarisation(summed[0] + summed[1])
ratio = absorption[0] / absorption[1]
ratio_formula = (np.sum(w_dir * (1/m_c + g1 - 2*D) ** -1.5)
                 / np.sum(w_dir * (1/m_c + g1 + 2*D) ** -1.5))
assert np.allclose(pol_band, -0.5, atol=1e-7) and np.isclose(pol_total, -0.5, atol=1e-7)
assert np.isclose(ratio, ratio_formula, rtol=1e-7)

# Light along a direction of no symmetry gives the same polarisation
axis = np.array([1.0, 2.0, 4.0]) / np.sqrt(21)
e1 = np.array([2.0, -1.0, 0.0]) / np.sqrt(5)
e2 = np.cross(axis, e1)
A_tilt = transition((e1 + 1j * e2) / np.sqrt(2)) @ gamma8
_, tilted = band_densities(n_all, g2, g3, A_tilt)
sum_tilt = [np.einsum("n,nij->ij", w, g) for w, g in zip(weight_bands, tilted)]
pol_tilt = [polarisation(g, axis) for g in sum_tilt]
assert np.allclose(pol_tilt, -0.5, atol=1e-7)

print("Positive helicity along z; strengths in units of |P|^2")
print(f"largest forbidden momentum element / P below 1e-11: {off_diagonal < 1e-11}")
print(f"m=-3/2 -> spin down: {strength8[1, 0]:.4f}")
print(f"m=-1/2 -> spin up:   {strength8[0, 1]:.4f}")
print(f"split-off m=-1/2 -> spin up: {strength_so[0, 0]:.4f}")
print(f"ratio heavy/light, m states along z: {strength8[1, 0]/strength8[0, 1]:.4f}")
print(f"polarisation, positive helicity: {100*pol_edge:.2f} percent")
print(f"polarisation, negative helicity: {100*pol_minus:.2f} percent")
print(f"polarisation, linear light, magnitude: {100*abs(pol_linear):.2f} percent")
print(f"all six valence states, magnitude: {100*abs(pol_all_six):.2f} percent")
n_down = 1000 * (1 - pol_edge) / 2
print(f"per 1000 photons: {n_down:.0f} spin down, {1000 - n_down:.0f} spin up")
print("Spherical model: angle of k to light (degrees), heavy strength,")
print("  heavy up-down, light strength, light up-down")
for row in zip(angles, total_h, diff_h, total_l, diff_l):
    print("  {:4.0f} {:8.4f} {:8.4f} {:8.4f} {:8.4f}".format(*row))
print(f"direction average, heavy: strength {sph_strength[0]:.4f}, "
      f"polarisation {100*sph_pol[0]:.2f} percent")
print(f"direction average, light: strength {sph_strength[1]:.4f}, "
      f"polarisation {100*sph_pol[1]:.2f} percent")
print(f"Warped model: m_c={m_c} (electron masses), g1={g1}, g2={g2}, g3={g3}")
print(f"D smallest {D.min():.3f}, largest {D.max():.3f} (dimensionless)")
print(f"absorption ratio heavy band / light band: {ratio:.4f}")
print(f"share of absorption, heavy band: {100*ratio/(1+ratio):.2f} percent")
print(f"polarisation from heavy band: {100*pol_band[0]:.4f} percent")
print(f"polarisation from light band: {100*pol_band[1]:.4f} percent")
print(f"polarisation, both bands: {100*pol_total:.4f} percent")
print(f"light along (1,2,4): heavy {100*pol_tilt[0]:.4f}, "
      f"light {100*pol_tilt[1]:.4f} percent")
print("done: every assertion held")
```

It prints:

```
Positive helicity along z; strengths in units of |P|^2
largest forbidden momentum element / P below 1e-11: True
m=-3/2 -> spin down: 1.0000
m=-1/2 -> spin up:   0.3333
split-off m=-1/2 -> spin up: 0.6667
ratio heavy/light, m states along z: 3.0000
polarisation, positive helicity: -50.00 percent
polarisation, negative helicity: 50.00 percent
polarisation, linear light, magnitude: 0.00 percent
all six valence states, magnitude: 0.00 percent
per 1000 photons: 750 spin down, 250 spin up
Spherical model: angle of k to light (degrees), heavy strength,
  heavy up-down, light strength, light up-down
     0   1.0000  -1.0000   0.3333   0.3333
    30   0.8750  -0.7500   0.4583   0.0833
    60   0.6250  -0.2500   0.7083  -0.4167
    90   0.5000  -0.0000   0.8333  -0.6667
direction average, heavy: strength 0.6667, polarisation -50.00 percent
direction average, light: strength 0.6667, polarisation -50.00 percent
Warped model: m_c=0.07 (electron masses), g1=7.0, g2=2.0, g3=3.0
D smallest 2.005, largest 2.999 (dimensionless)
absorption ratio heavy band / light band: 2.1364
share of absorption, heavy band: 68.12 percent
polarisation from heavy band: -50.0000 percent
polarisation from light band: -50.0000 percent
polarisation, both bands: -50.0000 percent
light along (1,2,4): heavy -50.0000, light -50.0000 percent
done: every assertion held
```
